# Reflectance of a Mo/Si Mirror versus Ruthenium Cap Thickness

## Problem

A Mo/Si multilayer mirror for light of vacuum wavelength $\lambda=13.5$ nm (photon energy 91.84 eV) is covered by a ruthenium film of thickness $d$. From the vacuum side the order is: ruthenium cap, then 40 bilayers, each of 4.15 nm silicon above 2.80 nm molybdenum, then a thick silicon substrate. The light falls normally on the surface. All layers are flat, homogeneous and sharply bounded. The refractive indices are rounded, rough typical values:

$$n_{\rm Ru}=0.886+0.017i,\quad n_{\rm Mo}=0.924+0.0064i,\quad n_{\rm Si}=0.999+0.0018i .$$

The layers below the cap are held fixed while $d$ varies.

(a) Derive the reflectance $R(d)$ and separate it into a smooth midline and an oscillation.

(b) Find the period of the oscillation. Decide in what sense it is damped.

(c) Find what decides whether the first layer of ruthenium raises or lowers the reflectance.

(d) Evaluate the curve, explain the spacing of its first maxima, and judge how far the result carries over to a real mirror.

## Solution

### Fields and the layer recursion

Let $x$ increase into the mirror and let fields vary in time as $e^{-i\omega t}$. With $k_0=2\pi/\lambda$, the electric field in a layer of index $n$ obeys

$$E''=-k_0^2n^2E,\qquad E=a\,e^{ik_0nx}+b\,e^{-ik_0nx}.$$

The $a$ wave travels inward. A positive imaginary part of $n$ makes it decay inward, as absorption requires.

At an interface between non-magnetic media, $E$ and $E'$ are continuous. Let $r$ be the ratio $b/a$ of the two waves just above an interface from medium $i$ to medium $j$, and $s$ the same ratio just below it. Continuity of $E'/E$ gives

$$n_i\frac{1-r}{1+r}=n_j\frac{1-s}{1+s}.$$

Solving for $r$,

$$r=\frac{n_i(1+s)-n_j(1-s)}{n_i(1+s)+n_j(1-s)}
=\frac{(n_i-n_j)+s(n_i+n_j)}{(n_i+n_j)+s(n_i-n_j)} .$$

Division by $n_i+n_j$ leaves

$$r=\frac{f+s}{1+fs},\qquad f=\frac{n_i-n_j}{n_i+n_j}. \tag{1}$$

Within a layer, the ratio of the waves at depth $x$ is $(b/a)e^{-2ik_0nx}$. The ratio at the top of a layer of thickness $t$ is therefore the ratio at its bottom times $e^{2ik_0nt}$. In the substrate no wave returns, so $s=0$ there. Alternating these two rules upward gives the amplitude of the whole stack.

### The cap

Stop the recursion just inside the ruthenium, above the first silicon layer. The amplitude found there, $r_m$, depends on the layers below and on the index of ruthenium, but not on $d$. For the present mirror

$$r_m=-0.8407-0.1910i,\qquad |r_m|^2=0.7432 .$$

Write $n=n'+i\beta$ for the index of ruthenium. Carrying $r_m$ to the top of the cap and applying (1) at the vacuum surface gives the total amplitude

$$w=\frac{r_t+z}{1+r_tz},\qquad r_t=\frac{1-n}{1+n},\qquad z=r_m e^{2ik_0nd}. \tag{2}$$

Here $r_t=0.06036-0.00956i$. The modulus of $z$ is

$$q=|z|=|r_m|e^{-2k_0\beta d}.$$

As a check at $d=0$, $r_t+r_m=-0.7803-0.2006i$ and $1+r_tr_m=0.9474-0.0035i$. Their quotient is $w=-0.823-0.215i$, so the bare mirror has $R=0.723$.

### Midline and swing

The reflectance is $R=|w|^2$. Suppose first that $q$ is fixed and only the phase of $z$ changes. Then $w$ moves on a circle, as can be shown by subtracting its centre. Define

$$D=1-|r_t|^2q^2,\qquad c=\frac{r_t-q^2r_t^*}{D}.$$

Over the common denominator $D(1+r_tz)$, the numerator of $w-c$ is

$$(r_t+z)(1-|r_t|^2q^2)-(r_t-q^2r_t^*)(1+r_tz).$$

Multiplying out gives

$$r_t+z-|r_t|^2q^2r_t-|r_t|^2q^2z-r_t-r_t^2z+q^2r_t^*+q^2|r_t|^2z .$$

The terms $\pm r_t$ cancel, and so do the terms $\pm|r_t|^2q^2z$. Since $|r_t|^2r_t=r_t^2r_t^*$, what remains is

$$z(1-r_t^2)+q^2r_t^*(1-r_t^2)=(1-r_t^2)\,z\,(1+r_t^*z^*),$$

where $q^2=zz^*$ was used. Thus

$$w-c=\frac{1-r_t^2}{D}\,z\,\frac{1+r_t^*z^*}{1+r_tz}. \tag{3}$$

The last fraction is a complex number divided into its own conjugate, so its modulus is one. The distance of $w$ from $c$ is therefore

$$\rho=\frac{q|1-r_t^2|}{D},$$

whatever the phase of $z$. With $\Psi$ the angle between $w-c$ and $c$, the square $|c+(w-c)|^2$ is

$$R(d)=M+A\cos\Psi,\qquad M=\rho^2+|c|^2,\qquad A=2\rho|c|. \tag{4}$$

This is an identity within the model, also when $q$ varies with $d$, because (3) holds separately at each $d$. Reading the phase from (3),

$$\Psi=2k_0n'd+\arg r_m+\arg(1-r_t^2)-2\arg(1+r_tz)-\arg c. \tag{5}$$

Direct numerical integration of $E''=-k_0^2n^2E$ through all layers, at seven cap thicknesses from 0 to 75 nm, agrees with both (2) and (4) to $4\times10^{-12}$ in $R$.

### Period and damping

The first term of (5) grows by $2\pi$ when $d$ grows by

$$\Lambda=\frac{\pi}{k_0n'}=\frac{\lambda}{2n'}=\frac{13.5}{2(0.886)}=7.62\ \text{nm}. \tag{6}$$

This is half the wavelength inside ruthenium: the wave crosses the cap twice. The term $2\arg(1+r_tz)$ is at most about $2|r_t|q\approx0.11$ rad in size. The term $\arg c$ drifts slowly as $q$ falls. Hence (6) is the nominal period, and the actual spacing of maxima can differ from it.

To read the sizes, drop corrections of relative order $|r_t|^2=0.0037$ in $A$, and terms of order $|r_t|^2$ in $M$. With $r_t=r'+ir''$,

$$M\approx q^2,\qquad A\approx2q\sqrt{r'^2(1-q^2)^2+r''^2(1+q^2)^2}. \tag{7}$$

As long as $q^2\gg|r_t|^2$, the midline falls nearly as $e^{-4k_0\beta d}$, with rate 0.0316 per nm, because an intensity is absorbed on the way in and on the way out. For very thick caps it levels off at $|r_t|^2$. The swing behaves differently. At $d=0$,

$$A\approx2(0.862)\sqrt{(0.0155)^2+(0.0167)^2}=0.039 .$$

The two entries under the root are nearly equal although $|r''|$ is six times smaller than $r'$: the strong mirror suppresses the first by $1-q^2=0.257$.

The suppression has a simple limit. If the cap absorbs nothing, $r_t$ is real, and if also $q=1$, all the light must return whatever the phase. Interference then cannot change $R$, and (7) gives $A=0$. Light must be lost below the surface before interference can alter the returned power.

For real $r_t$ the swing is proportional to $q-q^3$, whose derivative $1-3q^2$ vanishes at $q^2=1/3$. A mirror with larger $q^2$ therefore shows a swing that first grows as the cap thickens. The $r''$ part, proportional to $q+q^3$, is still increasing with $q$ at that point, so it moves the maximum to larger $q^2$. Here $A$ rises from 0.039 at $d=0$ to 0.049 at $d=21.7$ nm, where $q^2=0.374$, and decays afterwards.

The oscillation is thus damped in the ordinary sense only beyond that thickness. For $q^2\ll1$, $A\approx2q|r_t|$, which falls as $e^{-2k_0\beta d}$. Its factor per period is

$$e^{-2k_0\beta\Lambda}=e^{-2\pi\beta/n'}=e^{-0.1206}=0.886. \tag{8}$$

The exponent is half that of $q^2$, the part of the midline returned by the mirror, because the swing is an interference term, linear in the amplitude returned by the mirror.

### Two limits

*Thick cap.* Expanding (2) for small $z$,

$$w=(r_t+z)(1-r_tz+\dots)=r_t+(1-r_t^2)z+O(z^2),$$

$$R=|r_t|^2+2\,\mathrm{Re}\!\left[r_t^*(1-r_t^2)z\right]+O(q^2).$$

The reflectance tends to 0.0037, that of a ruthenium surface alone, through a damped cosine of period $\Lambda$. The neglected $q^2$ is small beside the interference term when $q\ll2|r_t|=0.122$. Equality, $0.862\,e^{-0.0158d}=0.122$, occurs at $d\approx124$ nm, so this limit needs caps much thicker than that. In the curve computed out to 300 nm, the last maxima are 7.619 nm apart and the swing changes by a factor 0.886 per period, in agreement with (6) and (8).

*Lossless cap.* Set $\beta=0$ in ruthenium alone. Then $r_m$ is still independent of $d$, and $d$ enters (2) through $e^{2ik_0n'd}$ alone. The reflectance repeats with period $\Lambda$, without decay. Absorption in the molybdenum and silicon lowers the level of the curve but does not damp it with $d$.

### The first layer of ruthenium

Equation (4) gives the whole curve, but its starting slope is clearer from a differential equation. Let $r$ now denote the total amplitude at the vacuum surface, and define there

$$g=\frac{E'}{ik_0E}=\frac{1-r}{1+r}.$$

Inside ruthenium, with $\varepsilon=n^2=\varepsilon'+i\varepsilon''$,

$$\frac{dg}{dx}=\frac{E''}{ik_0E}-\frac{(E')^2}{ik_0E^2}=ik_0\varepsilon-ik_0g^2 .$$

Added material moves the surface toward smaller $x$, so $dg/dd=-ik_0(\varepsilon-g^2)$. From $r=(1-g)/(1+g)$ and $1+g=2/(1+r)$,

$$\frac{dr}{dg}=-\frac{2}{(1+g)^2}=-\frac{(1+r)^2}{2}.$$

Therefore

$$\frac{dr}{dd}=\frac{ik_0}{2}\left[\varepsilon(1+r)^2-(1-r)^2\right]
=2ik_0r+\frac{ik_0}{2}(\varepsilon-1)(1+r)^2,$$

where $(1+r)^2-(1-r)^2=4r$ was used. The slope of $R$ is $2\,\mathrm{Re}(r^*dr/dd)$. The first term contributes $2\,\mathrm{Re}(2ik_0R)=0$: it only turns the phase. The second gives

$$\frac{dR}{dd}=-k_0\,\mathrm{Im}[(\varepsilon-1)S],\qquad S=r^*(1+r)^2=r^*+2R+Rr .$$

Since $\mathrm{Re}\,S=2R+(1+R)\mathrm{Re}\,r$ and $\mathrm{Im}\,S=-(1-R)\mathrm{Im}\,r$,

$$\frac{dR}{dd}=k_0\left\{(\varepsilon'-1)(1-R)\,\mathrm{Im}\,r-\varepsilon''\left[2R+(1+R)\,\mathrm{Re}\,r\right]\right\}. \tag{9}$$

The first term comes from the real part of $\varepsilon-1$, the second from its imaginary part, the loss in ruthenium. The second is not simply the power absorbed in the film, which is $k_0\varepsilon''|1+r|^2$ per unit thickness: a lossy film also changes how much light the layers below take up. Both are limited by $|S|=\sqrt R\,|1+r|^2$, where $|1+r|^2$ is the standing-wave intensity at the surface in units of the incident intensity.

For the bare mirror that intensity is 0.078: the surface lies near a node. With $\varepsilon'-1=-0.2153$, $\varepsilon''=0.0301$ and $k_0=0.4654$ per nm, the index term is

$$0.4654(-0.2153)(0.2768)(-0.2147)=+0.0060\ \text{per nm}.$$

In the loss term the bracket nearly cancels, $1.4464-1.4179=0.0285$, and the term is $-0.0004$ per nm. The sum is $+0.0056$ per nm, so the first ruthenium raises the reflectance of this mirror. A different phase of $r$ changes this sign: with a top silicon layer of 3.5 nm the slope is $-0.009$ per nm. The sign also follows the bilayer period. With all layers scaled to a period of 6.909 nm the slope is zero to four decimals, and at 6.88 nm it is $-0.005$ per nm. The starting slope does not decide whether a cap helps: at 6.88 nm a 2.1 nm cap still gives 0.738 against 0.726 for the bare mirror.

### The computed curve

| $d$ (nm) | $R$ | $M$ | $A$ |
|---:|---:|---:|---:|
| 0 | 0.723 | 0.743 | 0.039 |
| 2.5 | 0.727 | 0.686 | 0.041 |
| 6 | 0.578 | 0.614 | 0.044 |
| 10 | 0.584 | 0.541 | 0.046 |
| 20 | 0.407 | 0.395 | 0.049 |
| 40 | 0.233 | 0.211 | 0.045 |

The first maximum is $R=0.7355$ at $d=1.60$ nm. The curve then falls to 0.550 at 7.32 nm and rises again to 0.584 at 9.87 nm. The next maxima are 0.468 at 17.81 nm and 0.377 at 25.62 nm. The fall in height between maxima is mainly the falling midline; the swing itself is still growing over most of this range.

The first spacings are 8.26, 7.94, 7.81 and 7.74 nm, all longer than 7.62 nm. Two effects explain the excess.

First, a falling midline places each maximum before the crest of the cosine. Neglecting the slow change of $A$ and the phase corrections to $d\Psi/dd$, the condition $dR/dd=0$ gives a lead angle

$$\sin\theta\approx\frac{4k_0\beta q^2}{2k_0n'A}.$$

At the first maximum $q^2=0.706$ and $A\approx0.041$, so $\theta\approx42^\circ$. At the second, $q^2=0.544$ and $A\approx0.046$, so $\theta\approx27^\circ$. The lead shrinks by about $15^\circ$, which moves the second maximum outward.

Second, the definition of $c$ gives

$$-\arg c=\arctan\frac{|r''|(1+q^2)}{r'(1-q^2)} .$$

This falls from about $43^\circ$ to $28^\circ$ between the same two points. The term $2k_0n'd$ must make up the difference, another $14^\circ$ or so.

Together the shifts amount to about $29^\circ$, or $(29/360)(7.62)\approx0.6$ nm. The computed excess is $8.26-7.62=0.64$ nm, or $30.5^\circ$; the remaining $1^\circ$ comes from the term $2\arg(1+r_tz)$. The excess is special to the maxima: at the minima the first effect has the opposite sign and nearly cancels the second, and the first minima are 7.61 nm apart. Both effects fade as $q$ falls, and the spacing approaches $\Lambda$.

The same estimate tells when a maximum can occur at all: the sine must not exceed one, so the steepest rise of the oscillation must outweigh the fall of the midline. Near $d=0$ the two are $2k_0n'A=0.032$ and $4k_0\beta q^2=0.024$ per nm. The condition is met, but without a large margin.

### Comparison with a real mirror

Mirrors in extreme-ultraviolet scanners have bilayer periods near 7 nm, some tens of bilayers and, where ruthenium is used, caps of roughly 2 to 3 nm. The example lies in that regime, but its reflectance is somewhat optimistic because real interfaces are rough and intermixed. Multiplying each interface amplitude by $\exp(-2k_ik_j\sigma^2)$, with $k_j=k_0n_j$ and an assumed width $\sigma=0.5$ nm, lowers the best reflectance from 0.736 to 0.706. The best cap hardly moves, from 1.60 to 1.65 nm.

The other changes sized here, each made alone with the stack otherwise fixed, are:

- **Incidence at 6°, unpolarized:** best cap 1.86 nm, $R=0.740$. The 6.950 nm bilayer period is slightly long for normal incidence, where the bare mirror is best at 6.909 nm. Scaling the latter by $1/\cos6^\circ$ gives 6.947 nm, and with refraction included the best period at 6° is 6.950 nm, so the stack suits the tilted beam better. The shift of the best cap is mostly this retuning: at normal incidence a 6.909 nm period has its best cap at 1.84 nm. The oscillation period becomes $\lambda/(2\,\mathrm{Re}\sqrt{n^2-\sin^26^\circ})=7.67$ nm.
- **A flat 2 % band, indices held constant:** 1.62 nm, $R=0.727$.
- **Ruthenium 10 % less dense:** 1.59 nm, $R=0.734$.
- **1 nm of carbon on the surface, index $0.96+0.007i$:** 1.05 nm, $R=0.731$. A less dense carbon, $0.975+0.0045i$, gives 1.25 nm.
- **80 bilayers instead of 40:** 1.57 nm, $R=0.742$.

In every case the curve still rises again after its first minimum, by 0.025 to 0.034. The oscillation therefore survives each of these changes taken alone. The best thickness moves by about 0.3 nm for the tilted beam and 0.55 nm for the carbon layer, and by at most 0.05 nm in the other cases listed. It is sensitive to the bilayer period: 1.48, 1.60, 1.84 and 2.10 nm for periods of 6.98, 6.95, 6.909 and 6.88 nm. Surface oxide and incomplete coverage by a very thin film are not included. The second becomes more important the thinner the film. At the calculated optimum the cap is fewer than ten atomic layers thick, and the need for a closed protective film can favour a thicker one.

For this ideal mirror a 2.5 nm cap still reflects slightly more than none, 0.7271 against 0.7232. Over ten identical mirrors at normal incidence the ratio is $(0.7271/0.7232)^{10}\approx1.06$. This holds at one wavelength and for the 6.95 nm period, at which the bare mirror is slightly detuned (0.7312 at its best period). At 6.909 nm the same cap gives 0.7391 against 0.7312, a ratio of 1.11 over ten mirrors; at 6.98 nm the ratio is 1.02. The gain depends on the standing-wave phase at the surface; it is not a general property of ruthenium caps. The numerical output below gives the full set of values.

## Computed values

```
wavelength 13.5 nm, photon energy 91.84 eV
indices: Ru (0.886+0.017j), Mo (0.924+0.0064j), Si (0.999+0.0018j)
Si 4.15 nm, Mo 2.8 nm, bilayers 40
bilayer period used 6.950 nm, best for bare mirror 6.909 nm
bare R 0.7232, at best period 0.7312
bare amplitude r = -0.8228-0.2147j, phase -165.4 deg
bare surface intensity |1+r|^2 0.0775 (incident = 1)
r_t = 0.06036-0.00956j, |r_t|^2 = 0.00373
r_m = -0.8407-0.1910j, |r_m| = 0.8621, |r_m|^2 = 0.7432
period lambda/(2n') 7.619 nm
midline decay rate 4 k0 beta 0.03165 per nm
late swing decay rate 2 k0 beta 0.01582 per nm
swing factor per period: formula 0.8864, scan 0.8860
slope at d=0: index 0.00596, loss -0.00040, sum 0.00556 per nm
d (nm)   R        M        A
  0.0  0.7232   0.7426   0.0393
  1.0  0.7325   0.7194   0.0401
  2.0  0.7339   0.6969   0.0409
  2.5  0.7271   0.6860   0.0412
  4.0  0.6766   0.6541   0.0424
  6.0  0.5782   0.6139   0.0438
  8.0  0.5562   0.5763   0.0451
 10.0  0.5837   0.5409   0.0462
 15.0  0.4181   0.4619   0.0480
 20.0  0.4074   0.3945   0.0488
 40.0  0.2331   0.2108   0.0449
maximum at d = 1.60 nm, R = 0.7355
minimum at d = 7.32 nm, R = 0.5498
maximum at d = 9.87 nm, R = 0.5839
minimum at d = 14.93 nm, R = 0.4180
maximum at d = 17.81 nm, R = 0.4682
minimum at d = 22.53 nm, R = 0.3172
maximum at d = 25.62 nm, R = 0.3773
first spacings of maxima (nm): [8.26 7.94 7.81 7.74]
late spacing of maxima 7.619 nm
half-swing A: 0.0393 at d=0, peak 0.0489 at 21.7 nm
q^2 at the peak of A 0.374
ten mirrors, 2.5 nm cap over bare: 1.056
largest R error against wave equation 4.2e-12
case: best cap below 5 nm, R there, later rise of R
ideal model: 1.60 nm, 0.7355, 0.0341
6 deg, unpolarized: 1.86 nm, 0.7400, 0.0332
2 % band, flat: 1.62 nm, 0.7272, 0.0319
0.5 nm interface width: 1.65 nm, 0.7057, 0.0296
Ru 10 % less dense: 1.59 nm, 0.7342, 0.0286
1 nm carbon on top: 1.05 nm, 0.7311, 0.0251
80 bilayers: 1.57 nm, 0.7417, 0.0334
period at 6 deg 7.672 nm
```
